# The Fourier transform of the transverse kernel and the Breit operator, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Hartree atomic units are used ($\hbar = m_e = e = 1$, Gaussian electrodynamics, speed of light $c$). Latin indices run over $x,y,z$ and repeated indices are summed. For $\mathbf r \neq 0$, $r = |\mathbf r|$ and $n_i = x_i/r$; likewise $q = |\mathbf q|$ and $\hat q_i = q_i/q$. The transform from momentum to position space is

$$F(\mathbf r) = \int \frac{d^3q}{(2\pi)^3}\, e^{i\mathbf q\cdot\mathbf r} f(\mathbf q),$$

written $f \to F$. The transverse kernel is

$$K_{ij}(\mathbf q) = \frac{4\pi}{q^2}\left(\delta_{ij} - \frac{q_i q_j}{q^2}\right).$$

Since $|\delta_{ij} - \hat q_i \hat q_j| \le 1$, the kernel is bounded by $4\pi/q^2$. The volume element is $q^2\,dq\,d\Omega$, so $K_{ij}$ is integrable at $\mathbf q = 0$ and is not itself infrared singular. The singularity appears only when the factor $q_i q_j$ is taken out of the integral as a pair of derivatives, which leaves $4\pi/q^4$ and a radial integral $\int dq/q^2$ that diverges at the lower end. At large $q$ the integral of $K_{ij}$ does not converge absolutely, so the transform needs a definition.

**Definition.** Let $\varphi(\mathbf r)$ be a smooth, rapidly decreasing test function and $\tilde\varphi(\mathbf q) = \int d^3r\, e^{i\mathbf q\cdot\mathbf r}\varphi(\mathbf r)$, which is also smooth and rapidly decreasing. Then $f \to F$ means

$$\int d^3r\, F(\mathbf r)\,\varphi(\mathbf r) = \int \frac{d^3q}{(2\pi)^3}\, f(\mathbf q)\,\tilde\varphi(\mathbf q) \quad\text{for all } \varphi .$$

Three rules follow.

(a) If $f \to F$ then $-q_i q_j f \to \partial_i\partial_j F$, where the derivative is the distributional one, $\int (\partial_i\partial_j F)\varphi \equiv \int F\,\partial_i\partial_j\varphi$. Two integrations by parts show that $\partial_i\partial_j\varphi$ has the transform $-q_iq_j\tilde\varphi$, which is the rule.

(b) If $f_\mu \to F_\mu$, if $f_\mu$ tends pointwise to $f$ with $|f_\mu| \le C/q^2$, and $F_\mu$ tends pointwise to $F$ with $|F_\mu| \le C'/r + C''$, then $f \to F$. Both bounds are integrable against test functions, so the limit may be taken under both integrals (dominated convergence).

(c) If $F$ is absolutely integrable and $f(\mathbf q) = \int d^3r\, e^{-i\mathbf q\cdot\mathbf r}F(\mathbf r)$, then $f \to F$. Inserting $f$ on the right of the definition and exchanging the integrals gives $\int d^3r\,F(\mathbf r)\int d^3q\,(2\pi)^{-3}e^{-i\mathbf q\cdot\mathbf r}\tilde\varphi(\mathbf q)$, and the inner integral is $\varphi(\mathbf r)$ by Fourier inversion.

The angular integral needed throughout is, with $t$ the cosine of the angle between $\mathbf q$ and $\mathbf r$,

$$\int d\Omega\, e^{i\mathbf q\cdot\mathbf r} = 2\pi\int_{-1}^{1} e^{iqrt}\,dt = 4\pi j_0(qr), \qquad j_0(x) = \frac{\sin x}{x}.$$

For a radial function, since $4\pi\cdot 4\pi/(2\pi)^3 = 2/\pi$,

$$4\pi g(q) \to \frac{2}{\pi}\int_0^\infty q^2 g(q)\, j_0(qr)\,dq. \tag{1}$$

## The theorem

**Theorem.** In three dimensions and in the sense of the Definition,

$$K_{ij}(\mathbf q) \to D_{ij}(\mathbf r) = \frac{\delta_{ij} + n_i n_j}{2r},$$

where $D_{ij}$ is the ordinary locally integrable function, with no additional term concentrated at $\mathbf r = 0$.

## Lemmas

**Lemma 1.** For $\mu > 0$,

$$\frac{4\pi}{q^2+\mu^2} \to \frac{e^{-\mu r}}{r}, \qquad \frac{4\pi}{(q^2+\mu^2)^2} \to h_\mu(r) = \frac{e^{-\mu r}}{2\mu}.$$

*Proof.* Both position-space functions are absolutely integrable, so rule (c) applies. For the first,

$$\int d^3r\, e^{-i\mathbf q\cdot\mathbf r}\frac{e^{-\mu r}}{r} = \frac{4\pi}{q}\int_0^\infty e^{-\mu r}\sin(qr)\,dr = \frac{4\pi}{q}\,\mathrm{Im}\,\frac{1}{\mu - iq} = \frac{4\pi}{q^2+\mu^2}.$$

Differentiation with respect to $\mu$ under the absolutely convergent integral turns $e^{-\mu r}/r$ into $-e^{-\mu r}$ and the right side into $-8\pi\mu/(q^2+\mu^2)^2$. Division by $-2\mu$ gives the second pair. $\square$

Expanding the exponential,

$$h_\mu(r) = \frac{1}{2\mu} - \frac r2 + \frac{\mu r^2}{4} - \dots \tag{2}$$

The infrared divergence is the constant $1/(2\mu)$. The part that survives as $\mu \to 0$ and depends on position is $-r/2$.

**Lemma 2.** $\displaystyle\int_0^\infty j_0(x)\,dx = \frac{\pi}{2}$ and $\displaystyle\int_0^\infty \frac{j_0(x) - 1}{x^2}\,dx = -\frac{\pi}{4}$.

*Proof.* Let $I(\epsilon) = \int_0^\infty e^{-\epsilon x}j_0(x)\,dx$. Then $I'(\epsilon) = -\int_0^\infty e^{-\epsilon x}\sin x\,dx = -1/(1+\epsilon^2)$ and $I(\infty) = 0$, so $I(\epsilon) = \pi/2 - \arctan\epsilon$. The undamped integral converges, being an alternating sum of shrinking half-waves. With $\Phi(x) = \int_x^\infty j_0$, integration by parts gives $I(\epsilon) = \Phi(0) - \int_0^\infty \Phi(u/\epsilon)e^{-u}du$, and the last term vanishes as $\epsilon\to 0$ because $\Phi$ is bounded and tends to zero. Hence $\Phi(0) = \pi/2$.

The second integrand is $(\sin x - x)/x^3$. Integrating $x^{-3}$ to $-1/(2x^2)$, the boundary term $-(\sin x - x)/(2x^2)$ vanishes at both ends, which leaves $\tfrac12\int_0^\infty (\cos x - 1)x^{-2}dx$. Integrating $x^{-2}$ to $-1/x$, the boundary term $-(\cos x - 1)/x$ vanishes again, which leaves $\tfrac12\int_0^\infty(-\sin x)/x\,dx = -\pi/4$. $\square$

**Lemma 3 (the finite part does not depend on the regulator).** Let $w_\lambda(q)$ satisfy $0 \le w_\lambda \le 1$, $w_\lambda \to 1$ pointwise as $\lambda\to 0$, and $C_\lambda = (2/\pi)\int_0^\infty w_\lambda\, q^{-2}dq < \infty$. Then $4\pi w_\lambda/q^4 \to C_\lambda + s_\lambda(r)$ with $\lim_{\lambda\to0}s_\lambda(r) = -r/2$.

*Proof.* The function $4\pi w_\lambda/q^4$ is absolutely integrable, so (1) is an ordinary integral. Writing $j_0 = 1 + (j_0 - 1)$ gives $s_\lambda = (2/\pi)\int w_\lambda\,(j_0(qr)-1)q^{-2}dq$. The integrand is bounded in size by $|j_0(qr)-1|/q^2$, which is integrable, so the limit is $(2/\pi)\int (j_0(qr)-1)q^{-2}dq$. The substitution $x = qr$ makes this $(2/\pi)\,r\,(-\pi/4) = -r/2$. $\square$

The mass regulator is $w = q^4/(q^2+\mu^2)^2$, with $C = 1/(2\mu)$. A sharp cutoff, $w = 0$ below $\lambda$ and $1$ above, has $C = 2/(\pi\lambda)$ and $s_\lambda = -r/2 - (2/\pi)\int_0^\lambda (j_0(qr)-1)q^{-2}dq$. With $j_0 - 1 = -q^2r^2/6 + \dots$,

$$\frac{2}{\pi}\int_\lambda^\infty \frac{j_0(qr)}{q^2}dq = \frac{2}{\pi\lambda} - \frac r2 + \frac{\lambda r^2}{3\pi} + O(\lambda^3 r^4). \tag{3}$$

The constants differ between regulators and have no meaning; $-r/2$ is common to all. An anisotropic regulator could also produce a term linear in $\mathbf r$, from the second term of $e^{i\mathbf q\cdot\mathbf r} = 1 + i\mathbf q\cdot\mathbf r + O(q^2)$, and two derivatives remove that as well. As a check, $\nabla^2(-r/2) = -1/r$, which agrees with $-q^2\cdot 4\pi/q^4 = -4\pi/q^2$.

**Lemma 4.** For a radial function $f$ and $r > 0$,

$$\partial_i\partial_j f = f''\,n_in_j + \frac{f'}{r}\,(\delta_{ij} - n_in_j). \tag{4}$$

If $f$ and $f'$ are bounded near $r = 0$ and $f''$ is locally integrable, the distributional derivative equals this function.

*Proof.* From $r^2 = x_kx_k$ follows $\partial_j r = n_j$, and $\partial_i n_j = \delta_{ij}/r - x_j n_i/r^2 = (\delta_{ij}-n_in_j)/r$. Then $\partial_jf = f'n_j$ and the product rule gives (4). For the second claim, remove the ball $r<\epsilon$. The outward normal of the remaining region is $-\mathbf n$ on the small sphere, so two integrations by parts give

$$\int_{r>\epsilon} f\,\partial_i\partial_j\varphi = -\oint n_i f\,\partial_j\varphi\,dS + \oint n_j\,(\partial_i f)\,\varphi\,dS + \int_{r>\epsilon}\varphi\,\partial_i\partial_jf .$$

The surface integrands are bounded and the area is $4\pi\epsilon^2$, so both surface terms vanish as $\epsilon\to0$. The last integral converges because $1/r$ is integrable in three dimensions. $\square$

Bounded $f'$ is enough to exclude a contact term; the second surface term survives only if $\epsilon^2 f'(\epsilon)$ does not tend to zero. For $f = 1/r$ the second surface integrand is $-n_in_j\varphi/\epsilon^2$, whose integral tends to $-(4\pi/3)\delta_{ij}\varphi(0)$, because the average of $n_in_j$ over the sphere is $\delta_{ij}/3$. Such delta functions do occur when $D_{ij}$ is differentiated twice, as in the reduction to spin-spin interactions, but $D_{ij}$ itself has none.

## Proof of the theorem

Define the regulated kernel

$$K^\mu_{ij} = \frac{4\pi\,\delta_{ij}}{q^2+\mu^2} - \frac{4\pi\,q_iq_j}{(q^2+\mu^2)^2}.$$

It tends to $K_{ij}$ at every $\mathbf q\ne0$, and each term is bounded by $4\pi/q^2$. By Lemma 1 and rule (a), in which $-q_iq_j$ becomes $+\partial_i\partial_j$,

$$K^\mu_{ij} \to D^\mu_{ij} = \delta_{ij}\frac{e^{-\mu r}}{r} + \partial_i\partial_j h_\mu .$$

The derivatives $h_\mu' = -e^{-\mu r}/2$ and $h_\mu'' = \mu e^{-\mu r}/2$ are bounded, so Lemma 4 applies, and the factor $1/\mu$ of the divergent constant has already disappeared:

$$D^\mu_{ij} = e^{-\mu r}\left[\frac{\delta_{ij}}{r} - \frac{\delta_{ij}-n_in_j}{2r} + \frac{\mu}{2}n_in_j\right] = e^{-\mu r}\left[\frac{\delta_{ij}+n_in_j}{2r} + \frac\mu2 n_in_j\right]. \tag{5}$$

For $\mu\le\mu_0$ this is bounded by $1/r + \mu_0/2$, and it tends to $D_{ij}$ at every $\mathbf r\neq0$. Rule (b) gives $K_{ij}\to D_{ij}$. $\square$

The same result in compact form is

$$D_{ij} = \frac{\delta_{ij}}{r} - \frac12\,\partial_i\partial_j r, \qquad \frac{4\pi q_iq_j}{q^4} \to \frac{\delta_{ij}-n_in_j}{2r}. \tag{6}$$

**Remark 1.** The regulated kernel is not transverse: $q_iK^\mu_{ij} = 4\pi q_j[(q^2+\mu^2) - q^2]/(q^2+\mu^2)^2 = 4\pi\mu^2q_j/(q^2+\mu^2)^2$. It is a computational device and not the propagator of a massive photon. A regulator that keeps transversality is $4\pi(\delta_{ij}-\hat q_i\hat q_j)/(q^2+\mu^2)$. There $4\pi/[q^2(q^2+\mu^2)] = (4\pi/\mu^2)[1/q^2 - 1/(q^2+\mu^2)] \to (1-e^{-\mu r})/(\mu^2r) = 1/\mu - r/2 + \dots$, with another constant and the same finite part, as Lemma 3 requires.

**Remark 2.** The dimension matters. In two dimensions $1/q^2$ is not integrable at the origin, the kernel itself has a logarithmic infrared divergence, and the bound in rule (b) is of no use.

## A second proof, with no infrared regulator

Split $\hat q_i\hat q_j = \delta_{ij}/3 + T_{ij}(\hat{\mathbf q})$ with $T_{ij}(\hat{\mathbf q}) = \hat q_i\hat q_j - \delta_{ij}/3$, so that $K_{ij} = (4\pi/q^2)[\tfrac23\delta_{ij} - T_{ij}(\hat{\mathbf q})]$.

**Lemma 5.** $\int d\Omega\,e^{ix\hat{\mathbf q}\cdot\mathbf n}\,T_{ij}(\hat{\mathbf q}) = -4\pi j_2(x)\,T_{ij}(\mathbf n)$, with $j_2 = (3j_0''+j_0)/2$, and $\int_0^\infty j_2\,dx = \pi/4$.

*Proof.* The integral is a symmetric traceless tensor that depends on the single direction $\mathbf n$, so it is $\kappa(x)T_{ij}(\mathbf n)$. Contraction with $n_in_j$ gives $t^2-\tfrac13$ on the left and $\tfrac23\kappa$ on the right, so $\kappa = 2\pi\int_{-1}^1 e^{ixt}\,\tfrac12(3t^2-1)\,dt$. Since $\int_{-1}^1 e^{ixt}dt = 2j_0$, two derivatives in $x$ give $\int_{-1}^1 t^2e^{ixt}dt = -2j_0''$, and $\kappa = 2\pi(-3j_0''-j_0) = -4\pi j_2$. With $j_0'' = -\sin x/x - 2\cos x/x^2 + 2\sin x/x^3$ one finds $j_2 = (3/x^3-1/x)\sin x - 3\cos x/x^2$, the usual spherical Bessel function. Its integral is $\tfrac32[j_0']_0^\infty + \tfrac12\cdot\tfrac\pi2 = \tfrac\pi4$, because $j_0'$ vanishes at both ends. $\square$

Damp the kernel at large $q$: $K^\sigma_{ij} = K_{ij}e^{-q^2\sigma^2/2}$ is absolutely integrable, bounded by $4\pi/q^2$, and tends to $K_{ij}$. With $x = qr$ and $s = \sigma/r$,

$$D^\sigma_{ij} = \frac{2}{\pi r}\left[\frac23\delta_{ij}\int_0^\infty j_0\,e^{-x^2s^2/2}dx + T_{ij}(\mathbf n)\int_0^\infty j_2\,e^{-x^2s^2/2}dx\right].$$

The plus sign is the product of the minus in $K_{ij}$ and the minus in Lemma 5. With $\Phi_l(x) = \int_x^\infty j_l$, integration by parts and $u = sx$ give $\int j_le^{-x^2s^2/2}dx = \Phi_l(0) - \int_0^\infty\Phi_l(u/s)\,u\,e^{-u^2/2}du$. The last term is bounded uniformly in $s$ and vanishes as $s\to0$. So $|D^\sigma_{ij}|\le C'/r$, rule (b) applies, and

$$D_{ij} = \frac{2}{\pi r}\left[\frac23\cdot\frac\pi2\,\delta_{ij} + \frac\pi4\left(n_in_j-\frac{\delta_{ij}}3\right)\right] = \frac1r\left[\left(\frac23-\frac16\right)\delta_{ij} + \frac12n_in_j\right] = \frac{\delta_{ij}+n_in_j}{2r}.$$

No divergent constant appears on this route, which confirms that the $1/q^4$ singularity belongs to the method and not to the kernel.

**Remark 3 (trace and transversality fix the coefficients).** Isotropy and dimension give the form $D_{ij} = (a\delta_{ij}+bn_in_j)/r$. The trace of $K$ is $8\pi/q^2\to2/r$, so $3a+b = 2$. From $q_iK_{ij} = 0$ follows $\partial_iD_{ij} = 0$. Now $\partial_i(\delta_{ij}/r) = -n_j/r^2$ and $\partial_i(x_ix_j/r^3) = (3x_j+x_j)/r^3 - 3x_j/r^3 = n_j/r^2$, so $\partial_iD_{ij} = (b-a)n_j/r^2$ and $a = b = \tfrac12$.

These two conditions distinguish the result from nearby wrong forms. A sign error in rule (a) or in $-r/2$ gives $(3\delta_{ij}-n_in_j)/(2r)$, whose trace is $4/r$. Replacing $\hat{\mathbf q}$ by $\mathbf n$ gives $(\delta_{ij}-n_in_j)/r$, which has the right trace but divergence $-2n_j/r^2$. Replacing $\hat q_i\hat q_j$ by its average gives $2\delta_{ij}/(3r)$, which is only the angular average of $D_{ij}$. A kernel transverse to $\mathbf q$ is not transverse to $\mathbf r$: the eigenvalue of $D$ along $\mathbf n$ is $1/r$, twice the eigenvalue $1/(2r)$ in the two perpendicular directions.

## The smeared kernel

**Lemma 6.** For $\sigma\ll r$, up to terms carrying the factor $e^{-r^2/2\sigma^2}$,

$$D^\sigma_{ij}(\mathbf r) = D_{ij} - \frac{\sigma^2}{2r^3}\,(3n_in_j-\delta_{ij}), \tag{7}$$

and at the origin $D^\sigma_{ij}(0) = \tfrac23\sqrt{2/\pi}\,\delta_{ij}/\sigma$.

*Proof.* Completing the square in each Cartesian direction gives $e^{-q^2\sigma^2/2}\to G_\sigma = (2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}$. A product in $\mathbf q$ is a convolution in $\mathbf r$, so by (6) $D^\sigma_{ij} = \delta_{ij}\,G_\sigma * r^{-1} - \tfrac12\partial_i\partial_j(G_\sigma * r)$. For a radial $f(p)$, expand $|\mathbf r-\mathbf p|^2 = r^2+p^2-2rpt$. The angular integral is $2\pi\int_{-1}^1e^{rpt/\sigma^2}dt = (2\pi\sigma^2/rp)(e^{rp/\sigma^2}-e^{-rp/\sigma^2})$, so that, with $g(u) = (2\pi\sigma^2)^{-1/2}e^{-u^2/2\sigma^2}$,

$$(G_\sigma*f)(r) = \frac1r\int_0^\infty p f(p)\,[g(p-r)-g(p+r)]\,dp .$$

In the second term put $p\to-p$. For $f = 1/p$ the result is $r^{-1}[\int_{-\infty}^\infty g(p-r)dp - 2\int_{-\infty}^0g(p-r)dp]$, and for $f = p$ it is $r^{-1}[\int_{-\infty}^\infty p^2g(p-r)dp - 2\int_{-\infty}^0p^2g(p-r)dp]$. The full-line integrals are $1$ and $r^2+\sigma^2$. For $p\le0$ one has $g(p-r)\le g(p)e^{-r^2/2\sigma^2}$, so the half-line integrals are exponentially small, and their derivatives only acquire polynomial factors. Thus $G_\sigma*r^{-1}\simeq1/r$ and $G_\sigma*r\simeq r+\sigma^2/r$. Equation (4) with $f' = -1/r^2$, $f'' = 2/r^3$ gives $\partial_i\partial_j r^{-1} = (3n_in_j-\delta_{ij})/r^3$, and (7) follows. At $\mathbf r=0$ the angular average of $\delta_{ij}-\hat q_i\hat q_j$ is $\tfrac23\delta_{ij}$ and $(2/\pi)\int_0^\infty e^{-q^2\sigma^2/2}dq = \sqrt{2/\pi}/\sigma$. $\square$

The value at the origin tests the absence of a contact term. In position space the average of $(\delta_{ij}+n_in_j)/2$ is also $\tfrac23\delta_{ij}$, and $\int 4\pi p\,G_\sigma(p)\,dp = 4\pi\sigma^2/(2\pi\sigma^2)^{3/2} = \sqrt{2/\pi}/\sigma$. The ordinary function already gives the whole answer; a term $\eta\,\delta_{ij}\delta^3(\mathbf r)$ would add $\eta/(2\pi\sigma^2)^{3/2}$.

The transverse kernel has been shown, by two independent proofs, to transform into $D_{ij} = (\delta_{ij}+n_in_j)/(2r)$ with no contact term, and its Gaussian-smeared form has been found. What remains is to derive the Gaunt and Breit operators from it, to state where they hold, and to check the formulas in a numerical example.
